Why a hollow-site s orbital decouples from dxz at normal incidence

**Question**

I am working on an exercise about symmetry filtering in spin devices. An s orbital sits at the hollow site of a square lattice with lattice constant a, so it has four nearest neighbours, each carrying a dxz orbital. I am to add up the four Slater-Koster hoppings and show that the coupling is proportional to sin(kx a/2) cos(ky a/2), so that it vanishes at normal incidence.

I put the s orbital at the origin and the neighbours at (±a/2, ±a/2, 0). The table gives √3 l n V for the s–dxz hopping, but then n = 0 and all four hoppings are zero, whatever k is. Where does the sine come from? I would also like to know where √3 l n comes from, and whether the zero means anything in a real metal, where there are more than four neighbours and the atoms move.

**Answer**

Your calculation is right for the geometry you chose. With the s orbital in the plane of the d atoms, the reflection z → −z leaves s unchanged and reverses dxz, so every hopping vanishes. The exercise needs one more condition: the s orbital must lie outside that plane, as it does when it belongs to the adjacent atomic layer. "Hollow site" then means that it sits under the centre of a square.

**Geometry**

Put the s orbital at the origin and the d atoms in the plane z = h, with h > 0. The four neighbours are at

(sx a/2, sy a/2, h), with sx = ±1 and sy = ±1.

All four are at the same distance R, where

R² = (a/2)² + (a/2)² + h² = a²/2 + h².

The direction cosines of the bond, taken from s to d, are

l = sx a/(2R), m = sy a/(2R), n = h/R.

**Where √3 l n comes from**

Write r̂ = (x, y, z)/r for the direction seen from the d atom. With the same radial function and the same normalization, the angular parts of two of the d orbitals are

dz²: (3ẑ² − 1)/2
dxz: √3 x̂ẑ.

Both have a mean square of 1/5 over the sphere. For dxz this follows from ⟨x̂²ẑ²⟩ = 1/15, which gives 3/15.

Now let u = (l, m, n) be the unit vector along the bond. The d orbital that is rotationally symmetric about the bond, the σ orbital, is a dz² orbital turned to point along u:

dσ: [3(u·r̂)² − 1]/2.

Any d orbital is a σ part plus parts that vary as the cosine or sine of one or two times the angle around the bond (π and δ). In the two-centre approximation the potential is symmetric about the bond, and so is the s orbital. The π and δ parts therefore integrate to zero against s, and what remains is the σ part multiplied by V, the integral V_sdσ at distance R.

The σ share of dxz is its angular average with dσ, divided by the mean square 1/5:

c = 5 ⟨√3 x̂ẑ [3(u·r̂)² − 1]/2⟩.

The −1 contributes nothing, because ⟨x̂ẑ⟩ = 0. When (u·r̂)² is expanded, the one term that survives multiplication by x̂ẑ is 2ln x̂ẑ; every other term leaves an odd power of some coordinate. Hence

c = 5 · √3 · (3/2) · 2ln · (1/15) = √3 l n.

The hopping to one neighbour is therefore

t = √3 l n V = sx √3 V a h/(2R²).

It changes sign with x and does not depend on the sign of y. These are the signs of the dxz lobes that face the s orbital. Reversing the bond changes the sign of both l and n, so it does not matter whether you measure from s to d or from d to s.

**The sum over four neighbours**

I use Bloch states whose phases exp(ik·r) are taken at the true atomic positions, with k = (kx, ky) the in-plane wavevector. Every s atom has the same surroundings, so the matrix element between the s and dxz Bloch states is the sum of the hoppings around one s atom:

T(k) = Σ t exp[i(sx kx + sy ky)a/2]
= [√3 V a h/(2R²)] Σ sx exp(i sx kx a/2) exp(i sy ky a/2).

The double sum is a product of two sums of two terms each:

Σ over sx: exp(ikx a/2) − exp(−ikx a/2) = 2i sin(kx a/2)
Σ over sy: exp(iky a/2) + exp(−iky a/2) = 2 cos(ky a/2).

Their product is 4i sin(kx a/2) cos(ky a/2), so

T(k) = 2√3 i V (a h/R²) sin(kx a/2) cos(ky a/2).

This is the required result. The factor i depends on the phase convention, while |T| does not. Setting h = 0 recovers your zero. If the d layer lies below the s orbital instead of above it, n changes sign and so does T.

**What the zeros mean**

Normal incidence means kx = ky = 0. All four d orbitals then have the same phase, and the two hoppings on the +x side cancel the two on the −x side. Each hopping is still there; it is their sum that vanishes.

The coupling is zero on the whole line kx = 0, not just at that point. An electron tilted in the yz plane still does not couple to dxz. It does couple to dyz, for which exchanging x and y gives a coupling proportional to sin(ky a/2) cos(kx a/2).

The line kx = 0 is protected by symmetry. The mirror x → −x through the s atom leaves an s Bloch state with kx = 0 unchanged, reverses the dxz Bloch state and leaves the Hamiltonian unchanged. The matrix element must then equal minus itself. This argument does not mention the number of neighbours, so more distant atoms cannot remove the zero as long as the mirror holds.

There is a second line of zeros at ky = π/a. There the d phases at y = +a/2 and y = −a/2 are i and −i, and the two rows cancel. More distant atoms of the same layer have y = ±3a/2, ±5a/2 and so on, and they cancel in the same way. The next layer up may have atoms at y = 0, ±a, where this cancellation fails. For the adjacent layer the second line is also exact, by the mirror y → −y, but unlike the first it does not hold for every layer.

**Why this is a filter**

Compare an s orbital on each of the four neighbours. All the hoppings have the same sign, and the sum is

T_ss = 4 V_ssσ cos(kx a/2) cos(ky a/2),

which is largest at normal incidence. An s-like state thus passes electrons to s states and blocks dxz states there. For dz² the same averaging uses ⟨ẑ²(u·r̂)²⟩ = (1 + 2n²)/15 and gives a σ share of (3n² − 1)/2, so that

T_z² = 4V [(3n² − 1)/2] cos(kx a/2) cos(ky a/2).

This is generally nonzero at normal incidence, but it vanishes when n² = 1/3, a case that appears below.

The filter acts on orbital symmetry, and nothing so far involves spin. It becomes a spin filter when the electrode supplies states of the passing symmetry for one spin direction and not for the other.

Close to the normal, sin(kx a/2) ≈ kx a/2 and the cosine is near 1, so

|T| ≈ √3 |V| (a² h/R²) |kx|.

To leading order in the coupling, the probability of passing from s to dxz goes as |T|², and so as kx². The filter opens gradually with angle.

**A second case: d layers on both sides**

Suppose identical d layers lie at z = +h and z = −h, as in a bulk crystal, and the Bloch state has a wavevector kz. The upper layer contributes T exp(ikz h) and the lower one −T exp(−ikz h), so

T_bulk = 2i sin(kz h) T.

In a body-centred cubic (bcc) crystal h = a/2. Then R² = 3a²/4 and a h/R² = 2/3, which gives

T = (4i/√3) V sin(kx a/2) cos(ky a/2)
T_bulk = −(8/√3) V sin(kx a/2) cos(ky a/2) sin(kz a/2).

The bulk form is symmetric under exchange of x and z, as a dxz orbital in a cubic crystal requires.

**Numbers for chromium**

Chromium is bcc, and each atom of a (001) layer sits at the hollow site of the next layer, so the single-layer formula with h = a/2 applies. I take rough typical values: a = 0.29 nm and V = −0.8 eV. Then h = 0.145 nm, R = 0.2511 nm, and l and n both have size 0.577. One hopping has size √3 · (1/3) · 0.8 = 0.46 eV.

To turn an angle into a wavevector, let a free electron of kinetic energy 5 eV arrive at 10° from the normal, with azimuth 30° from the x axis, and let its in-plane wavevector be conserved. Its total wavevector is √(2mE)/ħ = 11.456 nm⁻¹, so

kx = 11.456 · sin 10° · cos 30° = 1.723 nm⁻¹
ky = 11.456 · sin 10° · sin 30° = 0.995 nm⁻¹.

With kx a/2 = 0.2498 and ky a/2 = 0.1442,

|T| = (4/√3) · 0.8 eV · 0.2472 · 0.9896 = 0.452 eV.

The largest value in the zone is (4/√3) · 0.8 = 1.85 eV, reached at kx = π/a, ky = 0. At 10° the coupling is thus 24% of its maximum, and its square is 6% of the maximum square. The small-angle formula gives 0.4615 eV, about 2% above the full expression. At normal incidence the model gives zero.

**More neighbours**

To judge the neglected atoms I assume that V falls with distance as r^(−7/2), a common scaling for s–d hoppings. The next eight atoms of the same layer, at (±3a/2, ±a/2) and (±a/2, ±3a/2), then add 26% to T at the example's wavevector. Atoms still farther out in the layer raise the addition to about 42%. The sin·cos form is therefore a nearest-neighbour result, and 0.45 eV should be read as uncertain by at least that much.

The second layer, at height a, has an atom straight above the s orbital and others at (±a, 0), (0, ±a) and (±a, ±a). Summing these nine gives a separate matrix element, to the dxz state of that layer, with 43% of the size of T. Nine atoms are not enough for this sum: with the same distance law the whole layer gives 74%, and the third layer still gives 51%. It also vanishes at kx = 0, as the mirror demands. With kx kept at the example's value and ky moved to π/a, it is 0.04 eV from the nine atoms (0.054 eV from the whole layer) instead of zero, which shows the weakness of the second line of zeros.

The finite overlap between s and d orbitals on different atoms does not spoil the filter either. An overlap integral has the same σ projection as a hopping, so its Bloch sum has the same zeros.

**Moving atoms**

Thermal motion breaks the mirror. Let the s atom shift by a small distance w along x while the d atoms stay fixed. With the r^(−7/2) law, each hopping depends on the x component X of its bond as X/r^(11/2). Its derivative at the unshifted position is

∂t/∂X = √3 V (h/R²) [1 − (11/2) X²/R²] = −(5/6) √3 V h/R²,

because X²/R² = 1/3. The shift changes every X by −w, so the four changes have the same sign and add up. With h/R² = 2/(3a),

|T(k = 0)| ≈ 4 · (5/6) · √3 · |V| · 2w/(3a) = (20/(3√3)) |V| w/a.

For w I use the Debye model, in which the mean square displacement along one axis is

⟨w²⟩ = [3ħ²/(M k_B Θ)] [1/4 + (T₀/Θ)² ∫ s ds/(eˢ − 1)],

with the integral running from 0 to Θ/T₀ and evaluated numerically. For a temperature T₀ = 300 K, a rough Debye temperature Θ = 600 K and a mass M of 52 atomic mass units, the rms displacement is 0.0051 nm. Summing the four shifted hoppings gives a leak of 0.054 eV at normal incidence, or 12% of the coupling at 10°. This is the coupling to one shifted s orbital. It would be a Bloch matrix element at k = 0 only if every s atom shifted alike. Thermal shifts differ in sign from atom to atom, so the element between the two k = 0 Bloch states averages away, and the leak acts as scattering into s states of other wavevectors. The number is only an estimate of size. Letting the four d atoms move independently by the same rms amount raises it to 0.09 eV, summing the whole layer gives 0.061 eV, and distance exponents from 2 to 4.5 in place of 7/2 give 0.02 to 0.075 eV. A Debye temperature of 460 K would give an rms displacement of 0.0065 nm.

Temperature also spreads the electron's energy, but that hardly matters here. Raising the energy by k_B T₀ = 0.026 eV at fixed angle changes |T| by 0.25%.

**Spin-orbit coupling**

For spins quantized along z, spin-orbit coupling ξ L·S (with L and S in units of ħ) mixes dxz with dz² of opposite spin, through the term ξ L_y S_y. The orbital part follows from

(z ∂/∂x − x ∂/∂z)(2z² − x² − y²)/2 = −xz − 2xz = −√3 (√3 xz),

so the matrix element of L_y has size √3. The spin factor is 1/2, which makes the mixing energy (√3/2)ξ. With a rough ξ = 0.03 eV and a rough level separation of 1 eV, the amplitude admixed into dxz is 0.026. This treats dxz on its own. At normal incidence dyz has the same energy, and spin-orbit coupling first combines the two into dxz ± i dyz. For each spin, one of these combinations then has a dz² amplitude larger by √2, about 0.037, and the other has none, so 0.026 is the root mean square over the two.

In the bcc geometry n² = 1/3, so the dz² coupling to the four nearest neighbours vanishes and this admixture opens no leak through them. Farther atoms of the same layer have a smaller n² and do open one, about 0.015 eV for the whole layer with the r^(−7/2) law. The atom straight above, in the second layer, has n = 1, and its dz² hopping is 0.8 eV · (R/a)^(7/2) = 0.48 eV. The leak into the mixed state of that layer is about 0.026 · 0.48 eV = 0.013 eV, counting that one hopping. Summing that whole layer lowers it to 0.010 eV. For these inputs each spin-orbit path is about a fifth to a quarter of the thermal leak.

**How this compares with a real device**

The lattice constant is close to that of chromium, and a nearest-neighbour s–d integral of somewhat under 1 eV is typical of 3d metals. The free electron is a device for assigning kx and ky to an angle; in a metal the band structure decides which wavevectors are present at the Fermi energy. The model also assumes perfect in-plane periodicity, which real layers lack. Steps, intermixing and defects scatter electrons between wavevectors. An electron that starts at normal incidence and is scattered to the wavevector of the example no longer meets a zero, but the 0.45 eV coupling found above. A static shift of the s atom by 0.005 nm along x gives the same 0.05 eV leak as the thermal one.

A zero of T also does not mean that a dxz electron is stopped altogether. It closes the path through this s orbital. A px orbital at the same site is odd under x → −x, like dxz, so the mirror does not forbid that coupling. How well a barrier filters therefore depends on which orbitals carry the current through it, and on how closely the electrons keep to the normal. The model shows only the symmetry selection rule for one hopping. In a crystalline tunnel barrier such as MgO, the strength of the filtering is set by how fast states of each symmetry decay across the barrier, and that is not computed here.
